\section*{Charge–voltage law and second-harmonic cancellation in opposed uniform-ion rf sheaths, part 1}

(Sections cited here and not found follow in the second part.)

\section{The quadratic law and the opposed pair}

Let a slab of electrons lie in a uniform background of fixed positive ions between two parallel electrodes. The slab has the same density as the ions and is narrower than the gap, so that a bare layer of ions, 3 mm wide, remains in front of each electrode. The voltage across such a layer is proportional to the square of its width, as will be shown below. Now move the slab to the right without changing its width. After 1 mm the layers are 4 mm and 2 mm wide, and after 2 mm they are 5 mm and 1 mm wide. In units of the voltage across a layer of 1 mm, the two voltages are at first 9 and 9, then 16 and 4, then 25 and 1. Their differences are 0, 12 and 24, in proportion to the displacement. Their sums are 18, 20 and 26, and these grow from 18 as the square of the displacement.

The bare layers are the sheaths, and an rf generator moves the slab to and fro. Each sheath is a nonlinear element, but the voltage between the electrodes contains the difference of the two sheath voltages, and there the nonlinearity has disappeared. The task is to derive this from the field equations, with the signs, and to find what it depends on.

Electrode $a$ is at $x=0$ and electrode $b$ at $x=L$. Both are plane and have equal areas, and all quantities depend on $x$ and the time $t$ alone. The ions are singly charged and have the uniform density $n$. They are taken to be too heavy to follow the field within one rf period, so $n$ is constant in time. This requires an ion plasma frequency well below the drive frequency. At the density and frequency of the example below the ratio is 0.08 for argon ions, but about 0.5 for protons, where the assumption fails. That $n$ is also constant in space is an idealization. In a real sheath at low pressure the mean field accelerates the ions towards the electrode, and their density falls on the way. For a mean sheath voltage near 100 V and an electron temperature of a few electronvolts the fall approaches an order of magnitude. The exact linearity below is derived for the uniform model and does not hold for a general profile. The second section shows what remains of it for other density profiles. The electrons fill the region $s_a<x<L-s_b$ with density $n$ and are absent outside it. This sharp edge is an idealization, to be relaxed later. SI units are used, $e$ is the positive elementary charge, and $\varepsilon_0$ is the vacuum permittivity. For the moment the field in the neutral region is neglected.

In sheath $a$ the charge density is $en$, and Gauss's law reads
\begin{equation}
\frac{\partial E}{\partial x}=\frac{en}{\varepsilon_0},\qquad 0<x<s_a .
\end{equation}
The field is continuous at the electron edge, since there is no surface charge there, and it vanishes in the neutral region. Hence $E(s_a)=0$, and integration from $x$ to $s_a$ gives
\begin{equation}
0-E(x)=\frac{en}{\varepsilon_0}(s_a-x),
\qquad
E(x)=-\frac{en}{\varepsilon_0}(s_a-x).
\end{equation}
The field points in the negative $x$ direction, towards electrode $a$. It pulls ions to the electrode and holds electrons back from it.

Let $V_a=\phi_p-\phi_a$ be the potential of the neutral plasma minus that of electrode $a$. Because $E=-\partial\phi/\partial x$,
\begin{equation}
V_a=-\int_0^{s_a}E\,dx
=\frac{en}{\varepsilon_0}\int_0^{s_a}(s_a-x)\,dx
=\frac{en}{\varepsilon_0}\left(s_a^2-\frac{s_a^2}{2}\right)
=\frac{en s_a^2}{2\varepsilon_0}.
\end{equation}
The positive charge in the sheath, per unit area, is $Q_a=ens_a$. With $s_a=Q_a/(en)$ the voltage becomes
\begin{equation}
V_a=\frac{en}{2\varepsilon_0}\,\frac{Q_a^2}{e^2n^2}
=\frac{Q_a^2}{2en\varepsilon_0}.
\end{equation}
This is the quadratic charge--voltage relation. One factor of $Q_a$ comes from the field at the electrode, whose magnitude is $Q_a/\varepsilon_0$. The other comes from the width over which the field extends. The average field is half the field at the electrode, which accounts for the factor 2. In a capacitor with fixed plates the second factor would be constant and the law linear.

Sheath $b$ is the mirror image. There $E(L-s_b)=0$, and integration of Gauss's law towards larger $x$ gives
\begin{equation}
E(x)=\frac{en}{\varepsilon_0}(x-L+s_b),\qquad L-s_b<x<L .
\end{equation}
This field points towards electrode $b$. With $V_b=\phi_p-\phi_b$ and $Q_b=ens_b$,
\begin{equation}
V_b=\int_{L-s_b}^{L}E\,dx=\frac{en s_b^2}{2\varepsilon_0}
=\frac{Q_b^2}{2en\varepsilon_0}.
\end{equation}
Neither voltage is ever negative. The plasma lies above both electrodes, except that it is level with an electrode at an instant when the sheath there has zero width.

The two charges are linked by the current. Let $j$ be the conduction current density and $\rho$ the charge density. Charge conservation is $\partial\rho/\partial t+\partial j/\partial x=0$, and Gauss's law is $\rho=\varepsilon_0\,\partial E/\partial x$. Inserting the second in the first gives
\begin{equation}
\frac{\partial}{\partial x}\left(j+\varepsilon_0\frac{\partial E}{\partial t}\right)=0 .
\end{equation}
The sum in brackets is the total current density $J(t)$. It has the same value at every $x$, and it is counted positive from $a$ to $b$. In the sheaths the conduction current is neglected: no electrons are present, and the slow ion current is left out for now. The whole of $J$ is then displacement current. At a fixed point in sheath $a$ the field changes only because the edge moves, so
\begin{equation}
J=\varepsilon_0\frac{\partial E}{\partial t}
=-en\frac{ds_a}{dt}=-\frac{dQ_a}{dt}.
\end{equation}
The same step in sheath $b$, where $s_b$ enters the field with a positive sign, gives
\begin{equation}
J=en\frac{ds_b}{dt}=\frac{dQ_b}{dt}.
\end{equation}
In the neutral region the current is carried by electrons of velocity $v$, so that $J=-env$. The electron edge moves with the electrons, $v=ds_a/dt$, and the current again equals $-en\,ds_a/dt$. The three regions therefore agree.

Adding the two rates gives
\begin{equation}
\frac{d}{dt}(Q_a+Q_b)=-J+J=0 .
\end{equation}
The sum of the charges is constant, whatever the waveform of the current. This has a simple meaning. The number of electrons per unit area is $n(L-s_a-s_b)$, and if no electron enters or leaves the gap, $s_a+s_b$ cannot change. The slab moves, but its width stays the same.

Let the constant sum be $2Q_0$ and write
\begin{equation}
Q_a=Q_0+q,\qquad Q_b=Q_0-q,\qquad \frac{dq}{dt}=-J .
\end{equation}
The transferred charge $q$ is positive when the electrons are displaced towards $b$. The widths cannot be negative, so the description requires $|q|\le Q_0$. For identical electrodes under a symmetric drive, neither sheath is preferred on average, and $q$ has zero mean. With $J=J_0\sin\omega t$, integration gives
\begin{equation}
q=-\int J_0\sin\omega t\,dt=Q_1\cos\omega t,\qquad Q_1=\frac{J_0}{\omega}.
\end{equation}

The voltage of sheath $a$ follows by squaring $Q_0+Q_1\cos\omega t$ and using $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$:
\begin{align}
V_a&=\frac{Q_0^2+2Q_0Q_1\cos\omega t+Q_1^2\cos^2\omega t}{2en\varepsilon_0}\nonumber\\
&=\frac{1}{2en\varepsilon_0}\left[Q_0^2+\frac{Q_1^2}{2}
+2Q_0Q_1\cos\omega t+\frac{Q_1^2}{2}\cos2\omega t\right].
\end{align}
For sheath $b$ the sign of $Q_1$ is reversed. This changes the sign of the term linear in $Q_1$ and leaves the quadratic terms as they are:
\begin{equation}
V_b=\frac{1}{2en\varepsilon_0}\left[Q_0^2+\frac{Q_1^2}{2}
-2Q_0Q_1\cos\omega t+\frac{Q_1^2}{2}\cos2\omega t\right].
\end{equation}
Each sheath voltage has a mean part, a fundamental and a second harmonic, and nothing higher. The fundamentals are in antiphase, since one sheath widens while the other narrows. The second harmonics are in phase. One may see this from the time dependence: a shift by half a period exchanges the two sheaths, and such a shift is a full period of $\cos2\omega t$.

The ratio of the second harmonic to the fundamental in sheath $a$ is
\begin{equation}
\frac{Q_1^2/2}{2Q_0Q_1}=\frac{Q_1}{4Q_0}.
\end{equation}
It is small for a weak drive, when the sheath is nearly a linear capacitor of width $Q_0/(en)$. It reaches its largest value, $1/4$, when $Q_1=Q_0$ and each sheath collapses to zero width once per period.

The voltage between the electrodes is
\begin{equation}
\phi_a-\phi_b=(\phi_p-\phi_b)-(\phi_p-\phi_a)=V_b-V_a .
\end{equation}
Subtraction removes the mean parts and the second harmonics and doubles the fundamental. The same result is obtained for any waveform if the difference of squares is factored before a waveform is chosen:
\begin{align}
\phi_a-\phi_b&=\frac{Q_b^2-Q_a^2}{2en\varepsilon_0}
=\frac{(Q_b+Q_a)(Q_b-Q_a)}{2en\varepsilon_0}\nonumber\\
&=\frac{(2Q_0)(-2q)}{2en\varepsilon_0}
=-\frac{2Q_0}{en\varepsilon_0}\,q .
\end{align}
The first factor is constant by conservation of charge, and the second is linear in $q$. The pair is therefore a linear capacitor in this model, although neither member is. With $s_0=Q_0/(en)$ the result reads
\begin{equation}
\phi_a-\phi_b=-\frac{q}{C},\qquad C=\frac{\varepsilon_0}{2s_0},
\end{equation}
where $C$ is a capacitance per unit area. It is that of two plates separated by vacuum of width $2s_0$, the constant sum of the sheath widths. The minus sign is that of the chosen direction: a positive $q$ means that the negative slab has moved towards $b$ and left electrode $a$ at the lower potential.

Linearity works in both directions. If a voltage $-V_{\rm rf}\cos\omega t$ is imposed in place of the current, then $q=CV_{\rm rf}\cos\omega t$, and the current is sinusoidal as well. If the current contains several frequencies, the oscillating part of the voltage contains the same frequencies and no combinations of them. The current fixes $q$ only up to a constant, however. For a drive whose positive and negative excursions differ, such as a fundamental with its second harmonic, the balance of particle losses at each electrode gives $q$ a nonzero mean. A steady voltage then appears even between identical electrodes. A second harmonic can then appear between the electrodes if the source supplies one, but the sheaths do not generate it.

The second harmonic has not left the discharge. If $b$ is grounded, the plasma potential is $V_b$ and carries the full second harmonic. Measured from the midpoint of the electrode potentials, it is
\begin{equation}
\phi_p-\frac{\phi_a+\phi_b}{2}=\frac{V_a+V_b}{2}
=\frac{(Q_0+q)^2+(Q_0-q)^2}{4en\varepsilon_0}
=\frac{Q_0^2+q^2}{2en\varepsilon_0}.
\end{equation}
For sinusoidal $q$ this has a constant part and a second harmonic, but no fundamental. The whole plasma moves up and down in potential at $2\omega$ relative to both electrodes together, and a voltmeter between the electrodes does not register it.

As an example take the round parameters $n=10^{15}\ \mathrm{m^{-3}}$, a frequency $f=13.56$ MHz, a gap $L=40$ mm, a mean width $s_0=3$ mm, and an edge amplitude $s_1=Q_1/(en)=2$ mm. These are the widths of the opening case. The charge amplitude is $Q_1=3.204\times10^{-7}\ \mathrm{C/m^2}$ and the angular frequency $8.520\times10^{7}$ rad/s. Their product is the current density amplitude, $J_0=27.3\ \mathrm{A/m^2}$.

At its smallest width, 1 mm, a sheath carries 9.05 V. This fixes the unit of voltage used at the start, and the sheath voltage is $9.05$ V times the square of the width in millimetres. At the largest width, 5 mm, it is $25\times9.05=226$ V. The mean is $(3^2+2^2/2)\times9.05=99.5$ V. The fundamental is $2\times3\times2\times9.05=108.6$ V, and the second harmonic is $(2^2/2)\times9.05=18.1$ V. Their ratio is $1/6$, equal to $s_1/(4s_0)$.

Between the electrodes the fundamental is $-2\times108.57=-217.14$ V. The capacitance $C=1.4757\times10^{-9}\ \mathrm{F/m^2}$ multiplied by $217.14$ V returns the charge amplitude $3.204\times10^{-7}\ \mathrm{C/m^2}$. When Poisson's equation is summed over small cells of the gap, each sheath shows its 18.10 V at $2\omega$, while the second harmonic between the electrodes is about $10^{-13}$ V, which is rounding error. The same summation was used to test the linear law with a two-frequency charge waveform and with an imposed sinusoidal voltage. In both tests the program checks the agreement within a set tolerance and prints no separate values.

For identical sheaths with uniform ions and a constant total charge, the voltage between the electrodes is linear in the transferred charge, although each sheath alone is nonlinear. It remains to see what survives when the sheaths differ or follow another law, and when electron temperature, electron inertia and particle losses are included.

All numerical values are calculated from the stated model.
